# Flux-balance discretization and symmetrization of the position-dependent-mass Schrödinger equation: verification in Python

```python
"""Flux-balance discretization of the position-dependent-mass equation
    -(hbar^2/2) d/dz[(1/m) dpsi/dz] + V psi = E psi,  psi = 0 at both ends.
Result under test: the balance matrix A = Omega^-1 K (Omega = cell volumes,
K symmetric) has the same eigenvalues as the symmetric matrix
H = Omega^-1/2 K Omega^-1/2, and these approach the continuum levels with
    error = (1/12) integral h^2 [2 g' psi' + psi g'' + (m'/m) g psi'] dz,
where h is the local spacing and g = (V - E) psi.
Units: nm, eV, masses in free-electron masses. Interface at z = 0,
barrier at z < 0, channel at z > 0. Bond = (hbar^2/2) / integral of m.
"""
import numpy as np
from scipy.constants import hbar, m_e, e, epsilon_0, k as k_boltzmann
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import airy

HB = hbar**2 / (2 * m_e) / e * 1e18          # hbar^2/(2 m_e), eV nm^2
M_BAR, M_CH = 0.24, 0.20
L_BAR, L_CH = 20.0, 30.0                     # nm
OFFSET = 0.40                                # eV
S_BAR, S_CH = 0.04, 0.09                     # eV/nm (0.1 eV/nm = 1 MV/cm)
SHEET, EPS_R = 1e13, 10.0                    # cm^-2, relative permittivity
GAP, BREAKDOWN = 3.4, 3.3                    # rough: eV, MV/cm


def half_mesh(length, n, grade, shift):
    """Graded nodes on [0, length]; every fourth node is displaced."""
    step = np.arange(n + 1.0)
    step[1::4] += shift
    return length * np.sinh(grade * step / n) / np.sinh(grade)


def device_mesh(n, grade=3.0, shift=0.3):
    left = -half_mesh(L_BAR, n, grade, shift)[::-1]
    return np.concatenate((left, half_mesh(L_CH, 2 * n, grade, shift)[1:]))


def make_cells(z, mass_integral, v_minus, v_plus, prefactor=HB):
    """Return cell volumes, bonds and node potentials."""
    h = np.diff(z)
    volume = (h[:-1] + h[1:]) / 2
    v = (h[:-1] * v_minus[1:-1] + h[1:] * v_plus[1:-1]) / (2 * volume)
    return volume, prefactor / mass_integral, v


def device_cells(z, channel_mass=M_CH, channel_v=None):
    if channel_v is None:
        channel_v = S_CH * np.maximum(z, 0)
    barrier_v = OFFSET - S_BAR * z
    middle = (z[:-1] + z[1:]) / 2
    mass = np.where(middle < 0, M_BAR, channel_mass)
    return make_cells(z, mass * np.diff(z),
                      np.where(z <= 0, barrier_v, channel_v),
                      np.where(z < 0, barrier_v, channel_v))


def balance(psi, cells):
    """Net outflow per cell volume plus potential term."""
    volume, bond, v = cells
    flux = -bond * np.diff(np.concatenate(([0.0], psi, [0.0])))
    return np.diff(flux) / volume + v * psi


def symmetric_bands(cells):
    volume, bond, v = cells
    diagonal = (bond[:-1] + bond[1:]) / volume + v
    return diagonal, -bond[1:-1] / np.sqrt(volume[:-1] * volume[1:])


def levels(cells, count=2):
    """Lowest eigenvalues of H and psi = Omega^-1/2 phi."""
    d, off = symmetric_bands(cells)
    values, phi = eigh_tridiagonal(d, off, select='i',
                                   select_range=(0, count - 1))
    return values, phi / np.sqrt(cells[0])[:, None]


# Continuum reference: Airy functions in each layer, matched at z = 0.
def branch(y, energy, edge, slope, a, length):
    """Solution vanishing at y = length, and its y derivative."""
    width = (a / slope) ** (1 / 3)
    origin = (edge - energy) / slope
    ai, dai, bi, dbi = airy((y + origin) / width)
    end = airy((length + origin) / width)
    ratio = end[0] / end[2]
    return ai - ratio * bi, (dai - ratio * dbi) / width


def barrier_part(y, energy):
    return branch(y, energy, OFFSET, S_BAR, HB / M_BAR, L_BAR)


def channel_part(y, energy):
    return branch(y, energy, 0.0, S_CH, HB / M_CH, L_CH)


def mismatch(energy, weight_bar, weight_ch):
    b, db = barrier_part(0.0, energy)
    c, dc = channel_part(0.0, energy)
    return weight_ch * dc * b + weight_bar * db * c


def matched_levels(weight_bar, weight_ch):
    grid = np.linspace(0.02, 0.8, 400)
    f = [mismatch(x, weight_bar, weight_ch) for x in grid]
    return [brentq(mismatch, grid[i], grid[i + 1],
                   args=(weight_bar, weight_ch), xtol=1e-14, rtol=1e-13)
            for i in range(len(grid) - 1) if f[i] * f[i + 1] < 0][:2]


def exact_wave(energy):
    ratio = channel_part(0.0, energy)[0] / barrier_part(0.0, energy)[0]
    x, w = np.polynomial.legendre.leggauss(200)
    yb, yc = L_BAR * (x + 1) / 2, L_CH * (x + 1) / 2
    norm = np.sqrt(
        L_BAR / 2 * np.sum(w * (ratio * barrier_part(yb, energy)[0])**2)
        + L_CH / 2 * np.sum(w * channel_part(yc, energy)[0]**2))

    def wave(z):
        b, db = barrier_part(np.maximum(-z, 0), energy)
        c, dc = channel_part(np.maximum(z, 0), energy)
        return (np.where(z < 0, ratio * b, c) / norm,
                np.where(z < 0, -ratio * db, dc) / norm)
    return wave


def predicted_error(z, energy, wave):
    """Leading error integral and the integral of its absolute value."""
    h, mid = np.diff(z), (z[:-1] + z[1:]) / 2
    psi, dpsi = wave(mid)
    slope = np.where(mid < 0, -S_BAR, S_CH)
    excess = np.where(mid < 0, OFFSET - S_BAR * mid, S_CH * mid) - energy
    curvature = excess * psi * np.where(mid < 0, M_BAR, M_CH) / HB
    dg = slope * psi + excess * dpsi
    ddg = 2 * slope * dpsi + excess * curvature
    term = h**3 * (2 * dg * dpsi + psi * ddg) / 12
    return term.sum(), np.abs(term).sum()


exact = matched_levels(1 / M_BAR, 1 / M_CH)
assert len(exact) == 2
waves = [exact_wave(x) for x in exact]

# Same spectrum: A from unit vectors against the symmetric matrix H.
N0 = 40
z0 = device_mesh(N0)
cells0 = device_cells(z0)
volume0, bond0, v0 = cells0
size = len(volume0)
A = np.column_stack([balance(col, cells0) for col in np.eye(size)])
d0, off0 = symmetric_bands(cells0)
H_spectrum = eigh_tridiagonal(d0, off0, eigvals_only=True)
a_values, a_vectors = np.linalg.eig(A)
order = np.argsort(a_values.real)
spectrum_gap = np.max(np.abs(a_values[order] - H_spectrum))
assert np.max(np.abs(A - A.T)) > 0.1
assert spectrum_gap < 1e-11 * H_spectrum[-1]

# Orthogonality of eigenvectors of A needs the cell-volume weight.
p, q = a_vectors[:, order[0]].real, a_vectors[:, order[1]].real
weighted = abs(np.sum(volume0 * p * q)) / np.sqrt(
    np.sum(volume0 * p * p) * np.sum(volume0 * q * q))
plain = abs(p @ q) / np.sqrt((p @ p) * (q @ q))
assert weighted < 1e-9 and plain > 1e-2

# Rayleigh quotient and the exact residual identity.
values0, psi0 = levels(cells0)
u = psi0[:, 0]
kinetic = np.sum(bond0 * np.diff(np.concatenate(([0], u, [0])))**2)
potential = np.sum(volume0 * v0 * u**2)
assert abs(kinetic + potential - values0[0]) < 1e-10
sample = waves[0](z0[1:-1])[0]
residual0 = balance(sample, cells0) - exact[0] * sample
identity = np.sum(volume0 * u * residual0) / np.sum(volume0 * u * sample)
assert abs(identity - (values0[0] - exact[0])) < 1e-9
overlap = abs(np.sum(volume0 * u * sample))
assert overlap > 0.99

# Refinement: residual of first order, levels of second order.
table, rms = [], []
for n in (40, 80, 160, 320):
    z = device_mesh(n)
    cells = device_cells(z)
    found = levels(cells)[0]
    s = waves[0](z[1:-1])[0]
    r = balance(s, cells) - exact[0] * s
    rms.append(np.sqrt(np.sum(cells[0] * r**2)))
    forecasts = [predicted_error(z, exact[j], waves[j]) for j in (0, 1)]
    table.append((n, found, found - np.array(exact), forecasts))
assert 1.8 < rms[1] / rms[2] < 2.2
for j in (0, 1):
    forecast, scale = table[-1][3][j]
    assert abs(table[-1][2][j] - forecast) < 0.05 * scale
z_fine = device_mesh(320, 1e-6, 0.0)
forecast, scale = predicted_error(z_fine, exact[0], waves[0])
uniform_fine = levels(device_cells(z_fine))[0][0] - exact[0]
assert abs(uniform_fine - forecast) < 0.05 * scale
z_uniform = device_mesh(80, 1e-6, 0.0)
uniform_error = levels(device_cells(z_uniform))[0][0] - exact[0]

# Continuously graded mass m = 1/x^2 on [1, 3], hbar^2/2 = 1, V = 0:
# psi = x^-1/2 sin(q ln x), eigenvalue q^2 + 1/4, q = pi/ln 3.
wave_q = np.pi / np.log(3)
graded_exact = wave_q**2 + 0.25
graded_errors = []
for n in (80, 160):
    x = 1 + half_mesh(2.0, n, 1.0, 0.3)
    zero = np.zeros_like(x)
    cells = make_cells(x, 1 / x[:-1] - 1 / x[1:], zero, zero, 1.0)
    graded_errors.append(levels(cells)[0][0] - graded_exact)
h, mid = np.diff(x), (x[:-1] + x[1:]) / 2
amp = np.sqrt(2 / np.log(3))
sin_q, cos_q = np.sin(wave_q * np.log(mid)), np.cos(wave_q * np.log(mid))
f = amp * sin_q / np.sqrt(mid)
df = amp * (wave_q * cos_q - sin_q / 2) / mid**1.5
ddf = (-graded_exact * f - 2 * mid * df) / mid**2
graded_forecast = np.sum(h**3 / 12 * -graded_exact
                         * (2 * df**2 + f * ddf - 2 / mid * f * df))
graded_ratio = graded_errors[0] / graded_errors[1]
assert 3.7 < graded_ratio < 4.3
assert abs(graded_errors[1] / graded_forecast - 1) < 0.05


# Shortcut 1: (A + A^T)/2 alters the ground eigenvalue.
def averaged_ground(n):
    volume, bond, v = cells = device_cells(device_mesh(n))
    off = -bond[1:-1] * (1 / volume[:-1] + 1 / volume[1:]) / 2
    return eigh_tridiagonal(symmetric_bands(cells)[0], off, select='i',
                            select_range=(0, 0), eigvals_only=True)[0]


averaged = [averaged_ground(n) for n in (40, 80)]
assert averaged[0] < values0[0] - 1e-3 and averaged[1] < averaged[0]

# Shortcut 2: nodal 1/m times a plain second difference makes psi'
# continuous, so it must converge to the level matched that way.
z = device_mesh(320)
volume, _, v = device_cells(z)
h, inner = np.diff(z), z[1:-1]
inverse_mass = np.where(inner < 0, 1 / M_BAR, 1 / M_CH)
inverse_mass[inner == 0] = (1 / M_BAR + 1 / M_CH) / 2
diag = HB * inverse_mass * (1 / h[:-1] + 1 / h[1:]) / volume + v
rows = inverse_mass / volume
nodal = eigh_tridiagonal(diag, -HB / h[1:-1] * np.sqrt(rows[:-1] * rows[1:]),
                         select='i', select_range=(0, 0),
                         eigvals_only=True)[0]
slope_matched = matched_levels(1.0, 1.0)[0]
assert abs(nodal - slope_matched) < 0.1 * abs(slope_matched - exact[0])

# Sizes of neglected effects.
z = device_mesh(80)
cells = device_cells(z)
base, psi = levels(cells)
inner = z[1:-1]
prob = cells[0] * psi[:, 0]**2
in_barrier = prob[inner < 0].sum() + prob[inner == 0].sum() / 2
channel = inner > 0
nonparabolic = -np.sum((prob * (base[0] - S_CH * inner)**2)[channel]) / GAP
heavier = levels(device_cells(z, 1.1 * M_CH))[0][0] - base[0]
surface_field = e * SHEET * 1e4 / (EPS_R * epsilon_0) * 1e-9   # V/nm
potential_ch = S_CH * np.maximum(z, 0)
for _ in range(100):                # all electrons in the lowest subband
    screened, psi_s = levels(device_cells(z, channel_v=potential_ch), 6)
    charge = np.concatenate(([0], cells[0] * psi_s[:, 0]**2, [0]))
    beyond = 1 - np.cumsum(charge)[:-1]
    drop = np.where(z[:-1] >= 0, surface_field * beyond * np.diff(z), 0)
    new = np.concatenate(([0], np.cumsum(drop)))
    change = np.max(np.abs(new - potential_ch))
    potential_ch = 0.5 * potential_ch + 0.5 * new
assert change < 1e-7
dos = M_CH * m_e / (np.pi * hbar**2) * e * 1e-4               # 1/(eV cm^2)


def higher_fraction(temperature):
    kt = k_boltzmann * temperature / e

    def fill(mu):
        return dos * kt * np.logaddexp(0, (mu - screened) / kt)
    mu = brentq(lambda x: fill(x).sum() - SHEET, -1, 2)
    return fill(mu)[1:].sum() / SHEET


exchange = -(e / (4 * np.pi * epsilon_0 * EPS_R) * 1e9
             * np.sqrt(2 * np.pi * SHEET * 1e-14))
action = quad(lambda y: np.sqrt(max(OFFSET + S_BAR * y - exact[0], 0)
                                * M_BAR / HB), 0, L_BAR)[0]

i = N0 - 1                                   # interface node
print(f"hbar^2/(2 m_e) = {HB:.6f} eV nm^2")
print(f"barrier: {L_BAR:.0f} nm, mass {M_BAR}, offset {OFFSET} eV, "
      f"{10*S_BAR:.1f} MV/cm")
print(f"channel: {L_CH:.0f} nm, mass {M_CH}, {10*S_CH:.1f} MV/cm")
print(f"sheet density {SHEET:.1e} cm^-2, permittivity {EPS_R:.0f}")
print(f"coarse mesh: {size} unknowns, spacing {np.diff(z0).min():.4f}"
      f" to {np.diff(z0).max():.4f} nm")
print(f"interface spacings: left {z0[i+1]-z0[i]:.6f}, "
      f"right {z0[i+2]-z0[i+1]:.6f} nm")
print(f"volumes: interface {volume0[i]:.6f}, next {volume0[i+1]:.6f} nm")
print(f"bonds: left {bond0[i]:.6f}, right {bond0[i+1]:.6f} eV nm")
print(f"interface node potential = {v0[i]:.6f} eV")
print(f"A diagonal at interface = {A[i, i]:.5f} eV")
print(f"A interface->next {A[i, i+1]:.5f}, back {A[i+1, i]:.5f} eV")
print(f"H off-diagonal, same pair = {off0[i]:.5f} eV")
print(f"largest eigenvalue of H = {H_spectrum[-1]:.3f} eV")
print(f"max spectrum difference A vs H = {spectrum_gap:.1e} eV")
print(f"overlap of levels 1,2: weighted {weighted:.1e}, plain {plain:.4f}")
print(f"coarse level 1: kinetic {kinetic:.6f}, potential {potential:.6f} eV")
print(f"overlap discrete/exact level 1 = {overlap:.6f}")
print(f"residual identity gives error {1e3*identity:.5f} meV")
print(f"Airy levels: E1 = {exact[0]:.7f}, E2 = {exact[1]:.7f} eV")
for row, size_r in zip(table, rms):
    print(f"n={row[0]}: E1 {row[1][0]:.7f}, E2 {row[1][1]:.7f} eV, "
          f"rms residual {1e3*size_r:.4f} meV")
    print(f"  errors {1e3*row[2][0]:.5f}, {1e3*row[2][1]:.5f} meV; "
          f"predicted {1e3*row[3][0][0]:.5f}, {1e3*row[3][1][0]:.5f} meV")
print(f"uniform mesh, n=80: E1 error {1e3*uniform_error:.5f} meV")
print(f"graded mass: eigenvalue {graded_exact:.6f} (dimensionless)")
print(f"  errors {graded_errors[0]:.3e}, {graded_errors[1]:.3e}, "
      f"ratio {graded_ratio:.3f}")
print(f"  predicted finer error {graded_forecast:.3e}")
print(f"(A+A^T)/2 ground: n=40 {averaged[0]:.5f}, n=80 {averaged[1]:.5f} eV")
print(f"nodal 1/m: {nodal:.6f} eV; psi' matching {slope_matched:.6f} eV")
print(f"level 1 probability in barrier = {in_barrier:.4f}")
print(f"interface field from sheet charge = {10*surface_field:.3f} MV/cm")
print(f"  divided by rough breakdown {BREAKDOWN} MV/cm = "
      f"{10*surface_field/BREAKDOWN:.2f}")
print(f"screened field: E1 {screened[0]:.4f}, E2 {screened[1]:.4f} eV")
print(f"  E1 shift from screening = {1e3*(screened[0]-base[0]):.1f} meV")
print(f"unscreened thin-sheet exchange at k=0: {1e3*exchange:.0f} meV")
print(f"nonparabolicity (gap {GAP} eV): {1e3*nonparabolic:.1f} meV")
print(f"channel mass +10%: {1e3*heavier:.1f} meV")
print(f"outside lowest subband: 300 K {higher_fraction(300):.4f}, "
      f"450 K {higher_fraction(450):.4f}")
print(f"log10 WKB transmission to gate = {-2*action/np.log(10):.1f}")
print("every check passed")
```

Output:

```
hbar^2/(2 m_e) = 0.038100 eV nm^2
barrier: 20 nm, mass 0.24, offset 0.4 eV, 0.4 MV/cm
channel: 30 nm, mass 0.2, 0.9 MV/cm
sheet density 1.0e+13 cm^-2, permittivity 10
coarse mesh: 119 unknowns, spacing 0.0788 to 1.5274 nm
interface spacings: left 0.194961, right 0.146047 nm
volumes: interface 0.170504, next 0.112405 nm
bonds: left 0.814263, right 1.304370 eV nm
interface node potential = 0.228688 eV
A diagonal at interface = 12.65441 eV
A interface->next -7.65009, back -11.60424 eV
H off-diagonal, same pair = -9.42197 eV
largest eigenvalue of H = 67.626 eV
max spectrum difference A vs H = 1.6e-13 eV
overlap of levels 1,2: weighted 2.5e-15, plain 0.0663
coarse level 1: kinetic 0.054647, potential 0.145651 eV
overlap discrete/exact level 1 = 1.000498
residual identity gives error 0.14141 meV
Airy levels: E1 = 0.2001560, E2 = 0.3932751 eV
n=40: E1 0.2002975, E2 0.3930386 eV, rms residual 2.5030 meV
  errors 0.14141, -0.23649 meV; predicted 0.14158, -0.23585 meV
n=80: E1 0.2001900, E2 0.3932156 eV, rms residual 1.1010 meV
  errors 0.03396, -0.05952 meV; predicted 0.03397, -0.05948 meV
n=160: E1 0.2001644, E2 0.3932602 eV, rms residual 0.5053 meV
  errors 0.00831, -0.01493 meV; predicted 0.00831, -0.01493 meV
n=320: E1 0.2001581, E2 0.3932714 eV, rms residual 0.2401 meV
  errors 0.00206, -0.00374 meV; predicted 0.00206, -0.00374 meV
uniform mesh, n=80: E1 error 0.35534 meV
graded mass: eigenvalue 8.427317 (dimensionless)
  errors -1.586e-03, -3.902e-04, ratio 4.065
  predicted finer error -3.902e-04
(A+A^T)/2 ground: n=40 0.11287, n=80 -0.13212 eV
nodal 1/m: 0.207294 eV; psi' matching 0.207369 eV
level 1 probability in barrier = 0.0881
interface field from sheet charge = 1.810 MV/cm
  divided by rough breakdown 3.3 MV/cm = 0.55
screened field: E1 0.2262, E2 0.2754 eV
  E1 shift from screening = 26.0 meV
unscreened thin-sheet exchange at k=0: -114 meV
nonparabolicity (gap 3.4 eV): -3.2 meV
channel mass +10%: -3.3 meV
outside lowest subband: 300 K 0.5149, 450 K 0.5863
log10 WKB transmission to gate = -33.1
every check passed
```
